Volkov States on the Light Front and the Dressed Dirac Propagator

**What goes wrong without the result**

An electron in a strong plane wave has known wavefunctions, the Volkov states. It is tempting to sum them, attach step functions, and call the sum the electron's propagator. On a light-front surface that sum is incomplete: for each mode the on-shell states span only a two-dimensional part of the four-dimensional spinor space, and the sum misses a contact term. In the example at the end, dropping this term changes the response by 42% of its norm. These notes establish what the Volkov states do span, and which four-dimensional set gives the whole propagator.

**1. No field, one mode**

I use ħ = c = 1, the metric (+,−,−,−), and m > 0. Atomic units are unnatural here, because the motion is relativistic. A slash means v̸ = γ^μ v_μ, so v̸w̸ + w̸v̸ = 2v·w. Take the null vectors

n = (1,0,0,1)/√2, l = (1,0,0,−1)/√2, n·l = 1,

and the coordinates φ = n·x, χ = l·x, x⊥. With p_n = n·p and p_l = l·p,

p = p_n l + p_l n + p⊥
p·x = p_n χ + p_l φ − p⊥·x⊥ (the last product is Euclidean)
p² = 2p_n p_l − |p⊥|².

The changes of variables have unit Jacobian: d⁴x = dφ dχ d²x⊥, d⁴p = dp_l dp_n d²p⊥.

For a mode ψ(φ) exp(−ip_nχ + ip⊥·x⊥), the free Dirac equation with source J is

(n̸ i∂_φ + Q̸ − m)ψ = J, Q = p_n l + p⊥.

Multiply by n̸. Since n̸² = n² = 0, the φ-derivative disappears:

n̸(Q̸ − m)ψ = n̸J. (1)

This is a constraint, not an evolution equation. To solve it, define

K = (p̸ + m)n̸/(2p_n).

From n̸p̸ = 2p_n − p̸n̸ and n̸² = 0 follows n̸(p̸+m)n̸ = 2p_n n̸. Hence K² = K and n̸K = n̸. Moreover, p̸n̸ = 2p_n − n̸p̸ gives

Kψ = ψ − n̸(p̸−m)ψ/(2p_n) = ψ − n̸(Q̸−m)ψ/(2p_n),

because p and Q differ by a multiple of n. With (1),

ψ = Kψ + n̸J/(2p_n). (2)

Without a source, K rebuilds all four components from n̸ψ, which has two independent ones. With a source there is an additional local response.

The same term appears in the free propagator (p̸+m)/(p²−m²+i0). Let k be the on-shell momentum with the same p_n and p⊥, so that

k_l = ω = (|p⊥|²+m²)/(2p_n), p = k + n(p_l−ω), p²−m² = 2p_n(p_l−ω).

Therefore

(p̸+m)/(p²−m²+i0) = (k̸+m)/[2p_n(p_l−ω)+i0] + n̸/(2p_n). (3)

Integrate over dp_l/(2π) with exp(−ip_lΔ), where Δ = φ−φ′. For p_n > 0 the pole lies below the real axis. For Δ > 0 the contour closes below, clockwise, and gives −i exp(−iωΔ)/(2p_n); for Δ < 0 it gives zero. For p_n < 0 the pole lies above, and Δ < 0 gives +i exp(−iωΔ)/(2p_n). With s = sgn p_n,

G₀ = −is θ(sΔ) exp(−iωΔ)(k̸+m)/(2p_n) + n̸δ(Δ)/(2p_n). (4)

The contact term is thus present before any field is switched on.

**2. A constant potential, then a pulse**

Let a = eA be the potential times the charge, purely transverse, so n·a = l·a = 0. The Dirac operator is i∂̸ − a̸ − m. A constant a is pure gauge: the kinetic momentum is the canonical one minus a. Keeping the label p_n, p⊥ and requiring π² = p² fixes the remaining component:

π = p − a + nf, f = (2p·a − a²)/(2p_n). (5)

Indeed, (p−a)² = p² − 2p·a + a², and adding nf contributes 2p_n f. The canonical wave vector is π + a = p + nf. What is still needed is a matrix M that turns p̸ into π̸. Try

M = 1 + n̸a̸/(2p_n).

Two products are required. Moving p̸ to the right,

p̸n̸a̸ = 2p_n a̸ − n̸p̸a̸ = 2p_n a̸ − 2(p·a)n̸ + n̸a̸p̸,

and, because a̸n̸ = −n̸a̸,

−a̸n̸a̸ = n̸a̸a̸ = a²n̸.

With n̸n̸ = 0 this gives

π̸M = p̸ − a̸ + n̸f + a̸ − n̸(2p·a−a²)/(2p_n) + n̸a̸p̸/(2p_n) = Mp̸. (6)

Now let a depend on φ, smoothly and vanishing at both ends. Put F_p(φ) = ∫f dφ from a fixed lower limit, and

E_p(x) = M(φ) exp[−ip·x − iF_p(φ)].

The derivative of the exponential gives p + nf. The derivative of M gives in̸n̸a̸′/(2p_n) = 0, with a′ = da/dφ. So the constant-field algebra survives point by point:

(i∂̸ − a̸)E_p = E_p p̸. (7)

Nothing here required p² = m², and E_p does not contain the mass. This is the Ritus matrix. If u satisfies (p̸−m)u = 0, then E_p u is a Volkov state. Setting a = 0 gives back the plane wave. A finite-difference test of (7) with an off-shell p agrees to about 10⁻¹¹ m.

The step relies on a single null n and on a potential that depends on φ alone, so this derivation does not cover a focused beam or two crossed waves.

**3. Orthogonality and completeness in four dimensions**

Define Ē_p = γ⁰E_p†γ⁰. This reverses the order of slashed vectors, so M̄ = 1 + a̸n̸/(2p_n). For equal p_n,

MM̄ = 1 + (n̸a̸+a̸n̸)/(2p_n) + n̸a̸a̸n̸/(4p_n²) = 1
M̄M = 1 + (a̸n̸+n̸a̸)/(2p_n) + a̸n̸n̸a̸/(4p_n²) = 1.

The linear terms vanish because n·a = 0, the quadratic ones because n̸² = 0. Also, p·a = −p⊥·a⊥ contains no p_l. Thus neither M nor F_p depends on p_l.

For orthogonality, integrate first over χ and x⊥. This gives (2π)³δ(p_n−q_n)δ²(p⊥−q⊥). At equal p_n and p⊥ the phases F cancel and M̄M = 1. What remains is ∫dφ exp[i(p_l−q_l)φ], hence

∫d⁴x Ē_p(x)E_q(x) = (2π)⁴δ⁴(p−q). (8)

For completeness, integrate first over p_l. This gives δ(φ_x−φ_y), which puts both dressings at the same φ, where the phases cancel and MM̄ = 1. The other three integrals are ordinary Fourier integrals:

∫d⁴p/(2π)⁴ E_p(x)Ē_p(y) = δ⁴(x−y). (9)

The order of integration has a definite meaning. Fourier transform a test function in χ and x⊥, multiply at each φ by the invertible matrix M̄ exp(iF_p), then transform in φ. Every step can be undone.

The danger is p_n = 0. The second term of M has norm |a⊥|/(√2 |p_n|), because n̸ has matrix norm √2. I therefore let (9) act on functions that are smooth and of compact support in φ, and whose transform in (p_n, p⊥) is smooth with compact support away from p_n = 0. Equation (8) acts on the four-dimensional Fourier transforms of such functions. No claim is made about the zero mode itself. At the field value used below, the norm of M grows from 1.48 at p_n = 0.8 m to 643 at 0.001 m.

The bar also matters. On a lattice of 144 points in φ, χ and x, with p_y held fixed, the discrete forms of (8) and (9) hold to rounding error, while replacing Ē_p by E_p† leaves matrix elements of the orthogonality sum (8) wrong by up to 0.85 where the correct entries are 0 or 1. The dressing preserves the Dirac bilinear form, not the ordinary spinor norm.

**4. On-shell states on one surface**

The current is ψ̄γ^μψ, so its flux through φ = const is measured by ψ̄n̸ψ. For any p and q on this surface,

[1 + a̸n̸/(2p_n)] n̸ [1 + n̸a̸/(2q_n)] = n̸, (10)

since every correction contains n̸². The field leaves just a phase.

For spinors, note that γ⁰n̸ = √2P, where P = (1−γ⁰γ³)/2 is a projector of rank two. Choose w₁, w₂ in its range with w_r†γ⁰n̸w_s = δ_rs, and set

u_s = (k̸+m)n̸w_s/√(2|p_n|).

Applying n̸(k̸+m)n̸ = 2p_n n̸ twice gives

ū_r n̸u_s = (2p_n)² w̄_r n̸w_s/(2|p_n|) = 2|p_n|δ_rs.

The χ and x⊥ integrals force p_n and p⊥ to agree. Then ω and F agree as well, and all phases cancel:

∫dχ d²x⊥ ψ̄_{p,r} n̸ψ_{q,s} = 2|p_n|δ_rs(2π)³δ(p_n−q_n)δ²(p⊥−q⊥). (11)

States with p_n > 0 describe electrons; those with p_n < 0 describe positrons of momentum −k. By (11) they cannot overlap, and this holds on every surface φ = const. So in this fixed plane-wave background the two sets do not mix.

For completeness we need the spin sum. The normalization of w gives Σw_s w_s† = P/√2, and γ⁰n̸ = √2P then gives n̸(Σw_s w̄_s)n̸ = n̸P = n̸. Therefore

Σu_s ū_s = (k̸+m)n̸(k̸+m)/(2|p_n|).

Here k̸n̸k̸ = 2p_n k̸ − m²n̸, and the cross terms give 2p_n m. The m²n̸ terms cancel, so

Σu_s ū_s = sgn(p_n)(k̸+m). (12)

By (6), M(k̸+m)M̄ = π̸+m, with π now built from k. On one surface the normalized sum Σψψ̄n̸/(2|p_n|) therefore has the mode kernel

K_a = (π̸+m)n̸/(2p_n).

This is K of section 1 with p replaced by π. The algebra used there needed n̸² = 0 and n·p = p_n, and n·π = p_n too. Hence K_a² = K_a and n̸K_a = n̸. Volkov states are complete for n̸ψ, and K_aψ = ψ holds precisely when ψ satisfies the source-free constraint, now with Q = p_n l + p⊥ − a.

An arbitrary four-spinor on the surface is not reproduced. On a lattice with 48 sites in χ and x, again at fixed p_y, the spinor space has dimension 192 and the kernel has rank 96, exactly half.

**5. The propagator**

Give the mass a small negative imaginary part, μ = m − iη. Since E_p is independent of the mass, (7) gives

(i∂̸ − a̸ − μ)E_p(p̸+μ) = E_p(p̸−μ)(p̸+μ) = E_p(p²−μ²).

For real p the factor p²−μ² has imaginary part 2mη, so it cannot vanish. Dividing by it and using (9) shows that the integral below, with m replaced by μ, is a Green function for every η > 0. Letting η → 0,

G(x,y) = ∫d⁴p/(2π)⁴ E_p(x)(p̸+m)Ē_p(y)/(p²−m²+i0)
(i∂̸_x − a̸ − m)G(x,y) = δ⁴(x−y). (13)

The order matters, since p̸ does not commute with M, and the two dressings sit at different points.

A constant potential provides a check. Then M(p̸+m)M̄ = π̸+m, and the exponent is −i(p+nf)·(x−y). Change variables to P = p + nf, a shift of p_l with unit Jacobian. Equation (13) becomes

G = ∫d⁴P/(2π)⁴ exp[−iP·(x−y)](P̸−a̸+m)/[(P−a)²−m²+i0],

the free propagator with its momentum shifted by a, as gauge invariance demands.

For the pulse, write D(φ) = M exp(−iF_p). Equation (3) splits the integrand as before. At equal φ, Dn̸D̄ = n̸, because n̸a̸n̸ = −n̸n̸a̸ = 0. So

G_mode = −is θ(sΔ) exp(−iωΔ)D(φ)(k̸+m)D̄(φ′)/(2p_n) + n̸δ(Δ)/(2p_n). (14)

Electron modes carry the response to larger φ, positron modes to smaller φ. The contact part is the same as without the field.

Equation (14) can be verified directly. The derivative of −isθ(sΔ) is −iδ(Δ) for either sign of p_n. Acting with n̸i∂_φ + Q̸ − m therefore gives n̸(π̸+m)δ/(2p_n) from the step. The contact term gives (π̸−m)n̸δ/(2p_n), where Q may be replaced by π because n̸² = 0. Their sum is

[n̸(π̸+m) + (π̸−m)n̸]δ/(2p_n) = (n̸π̸+π̸n̸)δ/(2p_n) = δ(Δ).

The mass terms cancel. Without the contact term the right side would be a matrix of rank two instead of the identity.

**6. Numbers for one mode**

Set m = 1 and take the round model pulse

a_x = 1.2 exp(−φ²/4)cos(1.5φ), a_y = 0.6 exp(−φ²/4)sin(1.5φ),

with p_n = 0.8 and p⊥ = (0.3, −0.2). On shell,

ω = (0.09 + 0.04 + 1)/1.6 = 0.70625.

At φ = 0.5 the potential is (0.8248, 0.3842), so

π⊥ = (0.3−0.8248, −0.2−0.3842) = (−0.5248, −0.5842).

In Euclidean form f = (|a⊥|² − 2p⊥·a⊥)/(2p_n) = (0.8280−0.3412)/1.6 = 0.3042. This raises the l-component to 1.0105, and

π⁰ = (0.8+1.0105)/√2 = 1.280.

Outside the pulse the energy is 1.065. In one conversion, it rises from 0.544 MeV to 0.654 MeV. The z-component changes from −0.066 to +0.149, because p_n is conserved while π_l grows. The accumulated phase F_p is 0.702 rad.

Now apply the source J = j exp[−φ²/(2·0.8²)] with j = (1, 0.5i, −0.3, 0.2), in the Dirac representation. At φ = 0.5 the Gaussian is 0.8226. The first component of n̸j is (1+0.3)/√2 = 0.9192, so the contact response is

0.9192·0.8226/1.6 = 0.4726.

The on-shell part of that component is −1.159 − 1.034i, and the total is −0.686 − 1.034i. A direct solution of the Dirac equation as evolution plus constraint, made without Volkov states, gives the same total. In the third component the contact term even reverses the sign of the real part, from −0.057 to +0.415. Its Euclidean norm is 0.42 of the norm of the total response. That ratio belongs to this source, this φ and this frame; it is no universal measure.

Two further tests separate the ingredients. With μ = 1 − 0.2i, the p_l integral over Ritus matrices agrees with the direct solver to about 10⁻¹¹. This checks the formula at finite η, and is not an approximation to the real-mass response. For p_n = −0.8 the direct equation is solved backward from large φ, and again both forms agree with it. The direction in (14) is confirmed by the complex-mass comparison, made for both signs of p_n: in the p_l integral the negative imaginary part of μ fixes the direction, with no starting point chosen by hand. The remaining values are in the numerical output.

Equation (13) describes one charge in a prescribed classical wave. Emission of photons, radiative corrections and the back-action on the wave are outside it.

Calculated quantities

```
Units: hbar = c = m = 1 unless stated
pulse amplitudes a_x, a_y [m]: 1.2, 0.6
pulse width, evaluation phi [1/m]: 2.0, 0.5
pulse wave number in phi [m]: 1.5
p_n, p_x, p_y [m]: 0.8, 0.3, -0.2
on-shell p_l [m]: 0.706250
a_x, a_y at evaluation phi [m]: 0.824830, 0.384204
field phase F_p at evaluation phi [rad]: 0.701901
asymptotic p^0,p^x,p^y,p^z [m]: [ 1.06508   0.3      -0.2      -0.066291]
kinetic pi^0,pi^x,pi^y,pi^z [m]: [ 1.280191 -0.52483  -0.584204  0.14882 ]
asymptotic energy [MeV]: 0.54425
kinetic energy component pi^0 [MeV]: 0.65418
dressing norm at p_n = 0.8 m [1]: 1.47996
dressing norm at p_n = 0.001 m [1]: 643.413
intertwining error [m]: 1.3e-11
4D lattice sites [1]: 144
4D orthogonality error [1]: 8.1e-16
4D completeness error [1]: 4.4e-16
defect with dagger instead of bar [1]: 0.8476
light-front sites, spinor dimension [1]: 48, 192
rank of light-front kernel [1]: 96
light-front Gram error [m]: 9.8e-15
completeness error for nslash psi [1]: 1.9e-15
kernel idempotence error [1]: 1.6e-15
Volkov versus direct evolution error [m^1/2]: 8.5e-11
source spinor [arb.]: +1.00000+0.00000i  +0.00000+0.50000i  -0.30000+0.00000i  +0.20000+0.00000i
source width in phi [1/m]: 0.8
complex test mass [m]: 1.0-0.2i
Responses below: source unit divided by m
Ritus integral, complex mass: -0.63100-0.78112i  +0.65229-0.43704i  +0.32148+0.30898i  -0.09419+0.36196i
direct solver,  complex mass: -0.63100-0.78112i  +0.65229-0.43704i  +0.32148+0.30898i  -0.09419+0.36196i
on-shell part, real mass: -1.15854-1.03431i  +0.74473-0.74103i  -0.05717+0.29386i  -0.04694+0.58326i
contact part,  real mass: +0.47259+0.00000i  +0.07271+0.18177i  +0.47259+0.00000i  -0.07271-0.18177i
total,         real mass: -0.68595-1.03431i  +0.81743-0.55927i  +0.41542+0.29386i  -0.11965+0.40149i
direct solver, real mass: -0.68595-1.03431i  +0.81743-0.55927i  +0.41542+0.29386i  -0.11965+0.40149i
total for p_n = -0.8 m:   -0.57157+0.08128i  -0.11149-0.10550i  -0.43881+0.26689i  -0.26158+0.08713i
direct for p_n = -0.8 m:  -0.57157+0.08128i  -0.11149-0.10550i  -0.43881+0.26689i  -0.26158+0.08713i
Ritus integral error, both signs: 6.0e-12
split propagator error, both signs: 8.9e-12
contact norm / total norm [1]: 0.42078
```
